# Recovering a Shared Line Wiggle from X-ray Satellite Intensities

## The problem

A grating of long, identical lines is lit at normal incidence by X-rays and measured in transmission. The lines run along \(y\) and repeat along \(x\) with pitch \(d=32.0\) nm. They are not straight: line \(j\) is centred at

\[
x_j(y)=jd+A\sin(Ky+\varphi),\qquad K=\frac{2\pi}{L},\qquad L=400\ \text{nm},
\]

with the same amplitude \(A\) and phase \(\varphi\) for every line. The width along \(x\) is constant, and the wiggle is the same at all heights.

At the third grating order, \(q_x=2\pi\cdot 3/d=0.58905\) nm\(^{-1}\), there is a central peak at \(q_y=0\) with satellites at \(q_y=nK\). Their intensities, in a common unit and equal for \(+n\) and \(-n\), are

\[
I_0=0.46510,\qquad I_1=0.24265,\qquad I_2=0.02380 .
\]

At the first grating order, \(q_x=0.19635\) nm\(^{-1}\), the ratio \(I_1/I_0\) is 0.04009. These data are synthetic: they were computed by integrating over the area of wiggling lines with a chosen amplitude.

Find the law for the satellite intensities, recover \(A\), and decide whether the answer is unique. How precise is it if the central peak of the third order holds 20 000 counts?

## A tempting solution, which is wrong

The wiggle multiplies the field scattered by each point of a line by \(e^{-iz\sin\theta}\), where \(z=q_xA\) and \(\theta=Ky+\varphi\). A wiggle of a few nanometres looks small beside a pitch of 32 nm, so one expands to first order:

\[
e^{-iz\sin\theta}\approx 1-iz\sin\theta
=1-\frac z2e^{i\theta}+\frac z2e^{-i\theta}.
\]

The central field is 1 and each first satellite has a field of magnitude \(z/2\). With \(R=I_1/I_0\), this gives

\[
R=\frac{z^2}{4},\qquad
A=\frac{2\sqrt R}{q_x}=\frac{2\times0.7223}{0.58905\ \text{nm}^{-1}}=2.452\ \text{nm}.
\]

## Where it fails

The expansion needs \(z\ll1\). The wiggle must be small compared with \(1/q_x=1.70\) nm, and its size relative to the pitch is not the criterion. The result itself gives \(z=0.58905\times2.452=1.44\), which contradicts the assumption.

Two further signs point to the same fault. The expansion predicts no second satellite, but one is present. It also leaves the central peak at full strength while adding two satellites, so the summed intensity becomes \(1+2(z/2)^2=2.04\) times that of the straight grating. A factor of modulus one cannot do this, as shown below. The depletion of the central peak has been lost.

## The satellite law

Assume single scattering, with the field

\[
F(\mathbf q)=\int\rho(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\]

In each line put \(x=u+x_j(y)\). This is a shift of \(x\) at fixed \(y\), so the area element is unchanged. For \(N\) lines of length \(ML\), with \(M\) an integer, the field factors:

\[
F=f(q_x,q_z)\left[\sum_{j=0}^{N-1}e^{-iq_xjd}\right]
\int_0^{ML}e^{-iq_xA\sin(Ky+\varphi)-iq_yy}\,dy .
\]

Here \(f\) is the form factor of the line's cross-section. At \(q_x=2\pi m/d\) the sum equals \(N\).

The last integral needs the Fourier series of the phase factor. Define

\[
J_n(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i(z\sin\theta-n\theta)}\,d\theta .
\]

These are the Fourier coefficients of \(e^{iz\sin\theta}\). They are real, because \(\theta\to-\theta\) turns the integral into its complex conjugate. Conjugating the series therefore gives

\[
e^{-iz\sin\theta}=\sum_\nu J_\nu(z)\,e^{-i\nu\theta}.
\]

At \(q_y=nK\), the term \(\nu\) contains \(e^{-i(\nu+n)Ky}\). It integrates to zero over whole periods unless \(\nu=-n\). The substitution \(\theta\to\pi-\theta\) in the definition shows that \(J_{-n}=(-1)^nJ_n\), so

\[
F_{m,n}=NML\,f\,(-1)^nJ_n(q_xA)\,e^{in\varphi},
\qquad
I_{m,n}=I_m^{\text{straight}}J_n^2(q_xA).
\]

The peaks \(+n\) and \(-n\) are equally strong. The proportionality to \(J_n^2\) holds at fixed grating order \(m\), since \(f\) changes from one order to the next. Within one order \(f\) cancels from ratios, and so does the line profile.

One approximation enters here: \(q_z\) is taken as equal for all satellites of an order. In atomic units the photon wavenumber is \(k=\alpha E\), with \(\alpha\) the fine-structure constant. Elastic scattering at normal incidence gives

\[
q_z=k-\sqrt{k^2-q_x^2-q_y^2}\approx\frac{q_x^2+q_y^2}{2k}.
\]

For 17 keV photons, \(k=86.15\) nm\(^{-1}\). Across lines 50 nm high, the phase \(q_zh\) is 0.10 rad at the third order, but it changes by only \(7\times10^{-5}\) rad from the central peak to the first satellite.

Parseval's theorem now gives the missing conservation law:

\[
\sum_nJ_n^2(z)=\frac1{2\pi}\int_{-\pi}^{\pi}\left|e^{-iz\sin\theta}\right|^2d\theta=1 .
\]

The wiggle redistributes the intensity of an order without changing its sum. The unit of the data is in fact the straight-grating intensity. The central peak keeps 46.5 %, the two first satellites take 48.5 %, and the two second satellites take 4.8 %.

**The common phase.** If line \(j\) had its own phase \(\varphi_j\), the line sum for satellite \(n\) would become \(\sum_je^{-iq_xjd+in\varphi_j}\). Suppose the phases alternate between 0 and \(\pi\) over an even number of lines. For odd \(n\) the terms then cancel in pairs at integer \(m\), and they add in step at half-integer \(m\). Odd satellites found at half-integer orders therefore contradict the in-phase model.

## Recovering the amplitude

Let \(t(z)=J_1(z)/J_0(z)\), so that \(R=t^2\). Two Bessel relations are needed. The integral of a total derivative over a full period vanishes:

\[
0=\int_{-\pi}^{\pi}\frac{d}{d\theta}e^{i(z\sin\theta-n\theta)}d\theta
\;\Rightarrow\;
J_{n-1}+J_{n+1}=\frac{2n}{z}J_n ,
\]

where \(\cos\theta\) was written as \((e^{i\theta}+e^{-i\theta})/2\). Differentiating the definition with respect to \(z\), with \(i\sin\theta=(e^{i\theta}-e^{-i\theta})/2\), gives

\[
J_n'=\tfrac12(J_{n-1}-J_{n+1}).
\]

Hence \(J_0'=-J_1\). Eliminating \(J_2\) from \(J_1'=(J_0-J_2)/2\) gives \(J_1'=J_0-J_1/z\).

**A formula without a root search.** The first relation with \(n=1\) reads \(J_0+J_2=2J_1/z\). To replace each \(J_n\) by a positive square root, the signs must be known. Let \(z_0=2.405\) be the first zero of \(J_0\). For \(0<z<z_0\):

- \(J_0>0\), since \(J_0(0)=1\).
- \((zJ_1)'=zJ_0>0\), so \(J_1>0\), up to and including \(z_0\).
- \(J_2'=(J_1-J_3)/2=J_1-2J_2/z\), so \((z^2J_2)'=z^2J_1>0\) and \(J_2>0\).

Therefore, in this range,

\[
A=\frac{2\sqrt{I_1}}{q_x\left(\sqrt{I_0}+\sqrt{I_2}\right)} .
\]

The square roots of the data are 0.68198, 0.49260 and 0.15427, so

\[
A=\frac{2\times0.49260}{0.58905\ \text{nm}^{-1}\times0.83625}=2.000\ \text{nm}=20.00\ \text{Å}.
\]

**From the ratio alone.** One can instead solve \(J_1(z)/J_0(z)=\sqrt R=0.7223\). The root is \(z=1.1781\), where \(J_1=0.4926\) and \(J_0=0.6820\), and again \(A=2.000\) nm. This is the amplitude put into the synthetic data. With real data, a disagreement between the two routes would show that noise, background or a departure from the model matters.

These values also explain the sign of the first error. The linear estimate replaces \(J_1=0.493\) by \(z/2=0.589\), and \(J_0=0.682\) by 1. The central field is overstated by the larger factor, so the predicted ratio is too low at given \(A\), and the inferred \(A\) is 23 % above the true value.

## Is the answer unique?

The quotient rule and the derivatives above give

\[
t'=\frac{J_1'}{J_0}-\frac{J_1J_0'}{J_0^2}=1-\frac tz+t^2 .
\]

For small \(z\), \(t\approx z/2\), so \(t'(0)=1/2\). Suppose \(t'\) fell to zero for the first time at some \(z_1<z_0\). Differentiating once more,

\[
t''=-\frac{t'}z+\frac t{z^2}+2tt' ,
\]

which at \(z_1\) equals \(t/z_1^2>0\). But a function that reaches zero from above cannot have a positive slope there. Hence \(t'>0\) throughout, and \(t\) rises from 0 to infinity as \(z\) goes from 0 to \(z_0\). Each \(R\) belongs to one amplitude if

\[
0<q_xA<2.405 .
\]

At the third order this means \(A<4.08\) nm. Near the upper end the central peak vanishes, and the satellites alone carry the intensity.

Beyond that range the third-order ratio is ambiguous. An intensity ratio does not show the sign of \(J_1/J_0\), and \(J_1/J_0=-0.7223\) has a solution at \(z=3.251\), or \(A=5.52\) nm. The second satellite already excludes this value: at 5.52 nm the ratio \(I_2/I_0\) would be 2.09, against the given 0.051. The first grating order gives an independent check. Its unique range extends to 12.2 nm, and its ratio would be 0.411 for 5.52 nm but 0.0401 for 2.00 nm. The given value 0.04009 selects 2.00 nm. Some amplitudes above 12.2 nm also reproduce this first-order ratio, the smallest being 18.5 nm, but none up to 100 nm gives the third-order ratio as well. At 18.5 nm, for example, that ratio would be 0.777 instead of 0.522.

## The small-wiggle limit

The linear formula does have a domain. Insert \(t=z/2+az^3+bz^5\) into the equation for \(t'\):

\[
\tfrac12+3az^2+5bz^4=\tfrac12+\left(\tfrac14-a\right)z^2+(a-b)z^4 .
\]

Thus \(a=1/16\) and \(b=a/6=1/96\). For the inverse, put \(z=2t+\beta t^3+\gamma t^5\) into this series. The \(t^3\) terms require \(\beta/2+1/2=0\), so \(\beta=-1\). The \(t^5\) terms require \(\gamma/2+3\beta/4+1/3=0\), so \(\gamma=5/6\). With \(t=\sqrt R\),

\[
A=\frac{1}{q_x}\left(2t-t^3+\frac56t^5+\dots\right).
\]

To leading order the linear estimate is too high by the fraction \(t^2/2=R/2\). At the first grating order this is 2 %: the estimate is \(2\sqrt{0.04009}/0.19635=2.04\) nm. At the third order, one, two and three terms give 2.45, 1.81 and 2.09 nm, so the full ratio or the three-peak formula should be used.

## Counting error

Since \(t=\sqrt R\), a small error obeys \(\delta t/t=\delta R/(2R)\), and \(\delta z=\delta t/t'\). Therefore

\[
\frac{\delta A}{A}=\frac{\delta R}{2R}\,\frac{t}{zt'} .
\]

At the third order \(t/z=0.6131\) and \(t'=1-0.6131+0.5217=0.9086\), so the last factor is 0.675.

If both first satellites are counted, \(R=(N_++N_-)/(2N_0)\). Independent Poisson counts then give

\[
\left(\frac{\delta R}{R}\right)^2=\frac1{N_++N_-}+\frac1{N_0}.
\]

With \(N_0=20\,000\), each satellite holds about 10 434 counts, and \(\delta R/R=0.0099\). The standard error of \(A\) is

\[
\delta A=2.00\ \text{nm}\times\tfrac12\times0.0099\times0.675=0.0067\ \text{nm}.
\]

In 20 000 simulated measurements with Poisson counts, the recovered amplitudes scattered by 0.0066 nm. This error covers counting statistics alone and applies to the amplitude found from \(I_1/I_0\). The three-peak formula has a larger standard error at the same exposure, about 0.010 nm. The noise of the weak second satellites is only a small part of this: without it the error would still be 0.009 nm. Used in a joint Poisson fit of the \(J_n^2\) law to the five peaks \(n=0,\pm1,\pm2\), they help instead, and the lower bound on the error falls to 0.0059 nm.

## What a real grating changes

The estimates below are for silicon lines (fins) 14 nm wide and 50 nm high, at the pitch of 32 nm. The recovered amplitudes are those from the ratio \(I_1/I_0\) at the third order, unless stated otherwise; the three-peak formula responds differently to the same effects. A common phase is plausible when the wiggle is printed from a shared mask, but it is not assured when separate lines bend under stress. Independent Gaussian random phases with an rms scatter of 0.3 rad weaken the first satellites by the factor \(e^{-0.09}\), when many lines are lit coherently, and lower the result from 2.00 to 1.94 nm. They produce no sharp peaks at half-integer orders, so the absence of such peaks does not prove a common phase. Bending can also make \(A\) depend on the height \(s\) above the foot. If the lines still share a common phase, the field is then proportional to the average of \(J_n(q_xA(s))\) over the height, apart from the small phase \(q_zs\). If the amplitude grows linearly from 0 at a pinned foot to 4 nm at the top, the ratio returns 1.89 nm. That is 6 % below the height average of 2 nm and less than half the displacement at the top. Growth from 1.5 to 2.5 nm returns 1.99 nm.

The other effects are smaller for these parameters, each taken alone with a true amplitude of 2 nm:

- An unsubtracted background of 1 % of the central peak raises the result to 2.006 nm, a shift comparable to the counting error. The three-peak formula would instead give 1.977 nm, because the same background is a large fraction of the weak second satellites.
- A second harmonic of 10 % in the wiggle gives about 2.002 nm if the \(+1\) and \(-1\) satellites are averaged. Depending on its phase, it can make each differ from their mean by up to 12.5 %, so a single satellite should not be trusted.
- Constant width along the line's normal, instead of along \(x\), gives 1.999 nm.
- The satellites lie \(K/k=0.18\) mrad apart. With a Gaussian beam and each peak integrated halfway to its neighbours, an rms divergence of 0.03 mrad mixes the peaks slightly and gives 2.001 nm. The shift grows quickly with divergence, to 2.023 nm at 0.05 mrad and 2.089 nm at 0.08 mrad, so a less collimated beam needs a fit of the overlapping peaks.

Single scattering is a good approximation here because the X-ray phase shift in one fin is about 0.007 rad. Random line roughness is represented only through the flat background, so a strongly rough grating needs its diffuse scattering measured and subtracted. The numerical output lists the main values used above.

## Table of computed values

```
pitch 32.0 nm, width 14.0 nm, height 50.0 nm
wiggle amplitude put in 2.000 nm, period 400.0 nm
photon energy 17.0 keV, wavelength 0.07293 nm
photon wavenumber k 86.151 1/nm
wiggle wavenumber K 0.015708 1/nm
q_x at order 3: 0.589049 1/nm, at order 1: 0.196350 1/nm
z = q_x A at order 3: 1.17810, at order 1: 0.39270
first zero of J_0: 2.40483
largest A on unique branch, order 3: 4.083 nm
largest A on unique branch, order 1: 12.248 nm
order 3, n=0: intensity / straight grating 0.465103
order 3, n=1: intensity / straight grating 0.242652
order 3, n=2: intensity / straight grating 0.023800
order 3, n=3: intensity / straight grating 0.000974
sum over n from -12 to 12: 1.00000000
ratio R at order 3: 0.521716, t = sqrt(R): 0.722299
A from root search: 2.00000 nm = 20.0000 angstrom
A from 2t/q_x: 2.4524 nm
A from (2t-t^3)/q_x: 1.8127 nm
A from (2t-t^3+5t^5/6)/q_x: 2.0908 nm
A from three-peak formula: 2.00000 nm
alias: z 3.25133, A 5.5196 nm
ratio at order 1: true A 0.04009, alias 0.41084
central counts 20000, each satellite 10434
slope dt/dz 0.90861, error factor t/(z t') 0.67477
relative error of R 0.00990
error of A: formula 0.00668 nm, simulated 0.00663 nm
Recovered A when a neglected effect is present:
  width constant along normal: 1.99936 nm
  this shift, period 400 nm over 800 nm: 4.009
  amplitude 1.5 nm at foot to 2.5 nm at top: 1.9932 nm
  amplitude 0 at foot to 4.0 nm at top: 1.8850 nm
  10 % second harmonic: 2.0018 to 2.0025 nm
  its largest +1/-1 asymmetry (I+ - I-)/(I+ + I-): 0.1250
  background 1 % of central peak: 2.0061 nm
  peak overlap: 2.0008 nm
satellite angle 0.1823 mrad, rms divergence 0.030 mrad
fraction leaking to each neighbour 0.001188
silicon electron density 699.2 1/nm^3
X-ray phase shift in one fin 0.00718 rad
phase q_z h at order 3: 0.10069 rad
its change from n=0 to n=1: 7.16e-05 rad
```
